**Sum rule between capacitance drop and conductance loss of a contact**

The program tests $C(0)-C_\infty=(2/\pi)\int[(G-G_0)/\omega]\,d\ln\omega$, where $Y=G+i\omega C$ is the small-signal admittance, $\omega$ the angular frequency, $G_0$ the dc conductance and $C_\infty$ the high-frequency capacitance. It asserts the rule for an inductive kernel with a negative drop, and asserts that it fails for an acausal kernel. For a silicide contact on n-type silicon with deep traps, it solves Poisson's equation with trap kinetics and compares three results: the static minus frozen-trap capacitance, the loss integral, and the charge of the time-domain transient. All three round to 5.25 pF. Further assertions cover the static capacitance from the first integral of Poisson's equation, the tail bounds of a 1 kHz to 1 MHz window, the limit on the peak height, and the error from not subtracting $G_0$. With a 10 Ω series resistance the integral becomes the whole low-frequency capacitance, 43.90 pF. The last lines of the output size effects that the model neglects, among them image-force lowering, tunnelling, holes and temperature drift.

## Check in Python

```python
# Result under test, for a linear, causal, time-invariant contact:
#   C(0) - C(inf) = (2/pi) * integral of [G(w) - G0]/w over ln(w)
# Y = G + i*w*C is the small-signal admittance (time factor exp(+i*w*t)),
# w the angular frequency, G0 the dc differential conductance.
# j(t) is the decaying part of the current after a unit voltage step.
# Device: silicide on n-Si at zero bias with a deep acceptor level. Electrons
# follow the bulk Fermi level; traps exchange charge with the conduction band.
# The contact is solved from Poisson's equation and trap kinetics (SI units).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded, eigh
from scipy.optimize import brentq

q, pi = const.e, np.pi


# ---------- general kernels, in dimensionless time ----------
def loss_area(kernel, include_past=False):
    log_w = np.arange(-12.0, 12.01, 0.1)
    loss = []
    for w in np.exp(log_w):
        value = quad(kernel, 0, 50, weight='sin', wvar=w,
                     epsabs=1e-9, limit=200)[0]
        if include_past:
            value += quad(kernel, -50, 0, weight='sin', wvar=w,
                          epsabs=1e-9, limit=200)[0]
        loss.append(value)
    return 2 / pi * trapezoid(loss, log_w)


def inductive(t):
    return (1 - 3 * t) * np.exp(-t)


def acausal(t):
    return np.exp(-t) if t >= 0 else np.exp(2 * t)


drop_inductive = quad(inductive, 0, 50)[0]
area_inductive = loss_area(inductive)
assert abs(area_inductive - drop_inductive) < 1e-4
past_charge = quad(acausal, -50, 0)[0]
future_charge = quad(acausal, 0, 50)[0]
drop_acausal = past_charge + future_charge
area_acausal = loss_area(acausal, include_past=True)
assert abs(area_acausal - (future_charge - past_charge)) < 1e-4
assert abs(area_acausal - drop_acausal) > 0.5   # the rule needs causality

# ---------- contact parameters (rough typical or round values) ----------
T = 300.0
VT = const.k * T / q
eps = 11.7 * const.epsilon_0
area = 1e-3 * 1e-4                 # m^2
barrier, trap_depth, gap = 0.70, 0.40, 1.12      # eV
ND, NT = 1e16 * 1e6, 2e15 * 1e6    # m^-3
Nc, Nv = 2.8e19 * 1e6, 2.7e19 * 1e6
sigma, v_th = 1e-15 * 1e-4, 2e7 * 1e-2
richardson = 110.0 * 1e4           # A m^-2 K^-2
mobility = 1000.0 * 1e-4           # m^2/(V s)
R_series = 10.0                    # ohm
capture = sigma * v_th
n1 = Nc * np.exp(-trap_depth / VT)
emission = capture * n1
G0 = area * richardson * T**2 * np.exp(-barrier / VT) / VT

# ---------- equilibrium band bending ----------
n_bulk = brentq(lambda n: n + NT * n / (n + n1) - ND, 1e-3 * ND, ND)
bending = barrier - VT * np.log(Nc / n_bulk)
h = 1e-9
length = 900e-9
x = np.arange(1, round(length / h)) * h
N = len(x)


def tridiagonal(diagonal, rhs):
    bands = np.zeros((3, N), dtype=np.result_type(diagonal, rhs))
    bands[0, 1:] = -1
    bands[1] = diagonal
    bands[2, :-1] = -1
    return solve_banded((1, 1), bands, rhs)


psi = -bending * np.clip(1 - x / 280e-9, 0, None)**2
converged = False
for _ in range(300):
    n = n_bulk * np.exp(psi / VT)
    f = n / (n + n1)
    padded = np.concatenate(([-bending], psi, [0.0]))
    residual = (2 * psi - padded[:-2] - padded[2:]
                - h**2 * q / eps * (ND - n - NT * f))
    stiffness = 2 + h**2 * q / (eps * VT) * (n + NT * f * (1 - f))
    step = tridiagonal(stiffness, -residual)
    psi = psi + np.clip(step, -0.1, 0.1)
    if np.max(np.abs(step)) < 1e-11:
        converged = True
        break
assert converged
n = n_bulk * np.exp(psi / VT)
f = n / (n + n1)
tau = 1 / (capture * (n + n1))
field = (psi[0] + bending) / h + 0.5 * h * q * ND / eps
crossing = np.interp(0.5, f, x)

# ---------- ac solution at each frequency ----------
unit_drive = np.zeros(N)
unit_drive[0] = 1.0
screen = h**2 * q / (eps * VT)


def ac_potential(trap_factor):
    return tridiagonal(2 + screen * (n + NT * f * (1 - f) * trap_factor),
                       unit_drive)


def capacitance_from(phi):
    return eps * area * (1 - phi[0]) / h


def admittance(w):
    phi = ac_potential(1 / (1 + 1j * w * tau))
    return G0 + 1j * w * capacitance_from(phi)


phi_static = ac_potential(1.0)
phi_frozen = ac_potential(0.0)
C_low = capacitance_from(phi_static)
C_high = capacitance_from(phi_frozen)
drop = C_low - C_high
C_first_integral = area * q * ND / field
assert abs(C_low / C_first_integral - 1) < 2e-3   # grid error of order h^2

w = np.geomspace(1.0, 1e15, 700)
Y = np.array([admittance(value) for value in w])
loss = (Y.real - G0) / w
sum_rule = 2 / pi * trapezoid(loss, np.log(w))
assert abs(sum_rule / drop - 1) < 1e-4

# ---------- time-domain transient from the trap rate equations ----------
poisson = (np.diag(2 / h**2 + q * n / (eps * VT))
           - np.diag(np.ones(N - 1), 1) / h**2
           - np.diag(np.ones(N - 1), -1) / h**2)
green = np.linalg.inv(poisson)
root = np.sqrt(NT * f * (1 - f) / (VT * tau))
rate_matrix = np.diag(1 / tau) + q / eps * root[:, None] * green * root
rate_matrix = 0.5 * (rate_matrix + rate_matrix.T)
rates, modes = eigh(rate_matrix)
assert rates.min() > 0
weights = q * h * area * (modes.T @ (root * phi_frozen))**2
t = np.geomspace(1e-12, 1e-3, 4000)
j = np.exp(-np.outer(t, rates)) @ weights


def time_integral(values):
    return trapezoid(values * t, np.log(t))


slow_charge = time_integral(j)
first_moment = time_integral(t * j)
j_start = weights.sum()
assert abs(slow_charge / drop - 1) < 1e-3
w_test = 3e5
Y_test = admittance(w_test)
loss_time = time_integral(j * np.sin(w_test * t))
C_time = C_high + time_integral(j * np.cos(w_test * t))
loss_test = (Y_test.real - G0) / w_test
assert abs(loss_time / loss_test - 1) < 1e-3
assert abs(C_time / (Y_test.imag / w_test) - 1) < 1e-4

# ---------- finite measuring window and omitted subtraction ----------
w_a, w_b = 2 * pi * 1e3, 2 * pi * 1e6
w_win = np.geomspace(w_a, w_b, 400)
Y_win = np.array([admittance(value) for value in w_win])
loss_win = (Y_win.real - G0) / w_win
window = 2 / pi * trapezoid(loss_win, np.log(w_win))
raw_window = 2 / pi * trapezoid(Y_win.real / w_win, np.log(w_win))
C_win_drop = Y_win[0].imag / w_a - Y_win[-1].imag / w_b
low_bound = 2 / pi * w_a * first_moment
high_bound = 2 / pi * j_start / w_b
assert 0 < drop - window < low_bound + high_bound
extra = 2 / pi * G0 * (1 / w_a - 1 / w_b)
assert abs((raw_window - window) / extra - 1) < 1e-3
peak = np.argmax(loss_win)
assert loss_win[peak] <= drop / 2

# ---------- series resistance: the infinite-frequency limit is zero ----------
Y_r = Y / (1 + R_series * Y)
G0_r = G0 / (1 + R_series * G0)
sum_r = 2 / pi * trapezoid((Y_r.real - G0_r) / w, np.log(w))
C_low_r = C_low / (1 + R_series * G0)**2
assert abs(sum_r / C_low_r - 1) < 1e-4
assert Y_r[-1].imag / w[-1] < 1e-6 * C_low
Y_b = Y_win[-1] / (1 + R_series * Y_win[-1])
loss_from_R = (Y_b.real - G0_r) / w_b - loss_win[-1]

# ---------- sizes of neglected effects ----------
image = np.sqrt(q * field / (4 * pi * eps))
E00 = const.hbar / 2 * np.sqrt(ND / (0.19 * const.m_e * eps))
hole_ratio = Nv / Nc * np.exp(-(gap - 2 * trap_depth) / VT)
holes_metal = Nv * np.exp(-(gap - barrier) / VT)
supply = richardson * T**2 / (q * Nc) / (mobility * field)
local_signal = 0.010 * np.interp(crossing, x, phi_static) / VT
warm = np.exp(trap_depth * q / const.k * (1 / T - 1 / (T + 10)))

pF = 1e12
print(f"Inductive kernel: drop {drop_inductive:.5f}, area {area_inductive:.5f}")
print(f"Acausal kernel: drop {drop_acausal:.5f}, area {area_acausal:.5f}")
print(f"Temperature {T:.0f} K, kT/q {VT*1e3:.3f} mV, area {area*1e4:.0e} cm2")
print(f"Barrier {barrier:.2f} eV, trap depth {trap_depth:.2f} eV")
print(f"Donors {ND/1e6:.1e}, traps {NT/1e6:.1e} cm^-3")
print(f"Nc {Nc/1e6:.1e}, Nv {Nv/1e6:.1e} cm^-3, gap {gap:.2f} eV")
print(f"Relative permittivity {eps/const.epsilon_0:.1f}")
print(f"Capture cross-section {sigma*1e4:.0e} cm2, speed {v_th*100:.0e} cm/s")
print(f"Richardson constant {richardson/1e4:.0f} A/(cm2 K2)")
print(f"Mobility {mobility*1e4:.0f} cm2/(V s)")
print(f"Bulk electrons {n_bulk/1e6:.4e} cm^-3, n1 {n1/1e6:.4e} cm^-3")
print(f"Band bending {bending:.4f} eV, peak field {field/1e8:.5f} MV/cm")
print(f"Trap half-filled at depth {crossing*1e9:.1f} nm")
print(f"Emission rate {emission:.4e} 1/s")
print(f"dc conductance G0 {G0*1e6:.4f} uS")
print(f"C(0) {C_low*pF:.4f} pF")
print(f"C(0) from first integral {C_first_integral*pF:.4f} pF")
print(f"C(inf), traps frozen {C_high*pF:.4f} pF")
print(f"Capacitance drop {drop*pF:.5f} pF")
print(f"Sum-rule integral {sum_rule*pF:.5f} pF")
print(f"Slow charge per volt {slow_charge*pF:.5f} pF")
print(f"Drop / C(inf) {100*drop/C_high:.2f} %")
print("f (kHz)   C (pF)    G (uS)    (G-G0)/w (pF)")
for freq in (1e3, 1e4, 3e4, 1e5, 1e6, 1e7):
    wf = 2 * pi * freq
    yf = admittance(wf)
    print(f"{freq/1e3:7.0f} {yf.imag/wf*pF:9.4f} {yf.real*1e6:9.4f}"
          f" {(yf.real-G0)/wf*pF:9.5f}")
print(f"Loss peak {loss_win[peak]*pF:.4f} pF at {w_win[peak]/2/pi/1e3:.1f} kHz")
print(f"Twice the peak / drop {2*loss_win[peak]/drop:.4f}")
print(f"At w = {w_test:.0e} rad/s: loss, ac solution {loss_test*pF:.5f} pF")
print(f"  loss from transient {loss_time*pF:.5f} pF")
print(f"Mean transient time {first_moment/slow_charge*1e6:.3f} us")
print(f"Initial transient j(0) {j_start*1e6:.4f} uS")
print(f"1 kHz-1 MHz: integral {window*pF:.4f} pF, C change {C_win_drop*pF:.4f} pF")
print(f"Missing {(drop-window)*pF:.4f} pF")
print(f"Tail bounds: low {low_bound*pF:.4f}, high {high_bound*pF:.4f} pF")
print(f"Window integral without subtracting G0 {raw_window*pF:.3f} pF")
print(f"Series R {R_series:.0f} ohm: integral {sum_r*pF:.4f} pF")
print(f"  low-frequency C with series R {C_low_r*pF:.4f} pF")
print(f"  added loss (G-G0)/w at 1 MHz {loss_from_R*pF:.4f} pF")
print(f"Image lowering {image*1e3:.2f} meV, G0 factor {np.exp(image/VT):.2f}")
print(f"Tunnelling energy E00 / kT (mass 0.19) {E00/VT:.4f}")
print(f"Peak field / rough breakdown 0.3 MV/cm {field/3e7:.3f}")
print(f"Degeneracy n/Nc {n_bulk/Nc:.2e}")
print(f"Hole/electron emission {hole_ratio:.1e}")
print(f"Holes at metal / donors {holes_metal/ND:.1e}")
print(f"Emission velocity / drift velocity {supply:.3f}")
print(f"10 mV drive: trap-site signal / (kT/q) {local_signal:.3f}")
print(f"+10 K: Boltzmann factor of emission rises {warm:.2f} times")
print("every check passed")
```

Output:

```
Inductive kernel: drop -2.00000, area -1.99998
Acausal kernel: drop 1.50000, area 0.50000
Temperature 300 K, kT/q 25.852 mV, area 1e-03 cm2
Barrier 0.70 eV, trap depth 0.40 eV
Donors 1.0e+16, traps 2.0e+15 cm^-3
Nc 2.8e+19, Nv 2.7e+19 cm^-3, gap 1.12 eV
Relative permittivity 11.7
Capture cross-section 1e-15 cm2, speed 2e+07 cm/s
Richardson constant 110 A/(cm2 K2)
Mobility 1000 cm2/(V s)
Bulk electrons 8.0013e+15 cm^-3, n1 5.3389e+12 cm^-3
Band bending 0.4890 eV, peak field 0.03649 MV/cm
Trap half-filled at depth 105.9 nm
Emission rate 1.0678e+05 1/s
dc conductance G0 0.6663 uS
C(0) 43.9034 pF
C(0) from first integral 43.9035 pF
C(inf), traps frozen 38.6549 pF
Capacitance drop 5.24855 pF
Sum-rule integral 5.24854 pF
Slow charge per volt 5.24855 pF
Drop / C(inf) 13.58 %
f (kHz)   C (pF)    G (uS)    (G-G0)/w (pF)
      1   43.8974    0.6673   0.15569
     10   43.3982    0.7507   1.34344
     30   41.7665    1.0715   2.14995
    100   39.8215    1.6840   1.61969
   1000   38.7459    2.7604   0.33329
  10000   38.6587    3.3739   0.04309
Loss peak 2.1603 pF at 34.2 kHz
Twice the peak / drop 0.8232
At w = 3e+05 rad/s: loss, ac solution 2.09013 pF
  loss from transient 2.09013 pF
Mean transient time 4.729 us
Initial transient j(0) 2.8268 uS
1 kHz-1 MHz: integral 4.9084 pF, C change 5.1515 pF
Missing 0.3402 pF
Tail bounds: low 0.0993, high 0.2864 pF
Window integral without subtracting G0 72.351 pF
Series R 10 ohm: integral 43.9028 pF
  low-frequency C with series R 43.9028 pF
  added loss (G-G0)/w at 1 MHz 0.0943 pF
Image lowering 21.19 meV, G0 factor 2.27
Tunnelling energy E00 / kT (mass 0.19) 0.0482
Peak field / rough breakdown 0.3 MV/cm 0.122
Degeneracy n/Nc 2.86e-04
Hole/electron emission 4.1e-06
Holes at metal / donors 2.4e-04
Emission velocity / drift velocity 0.060
10 mV drive: trap-site signal / (kT/q) 0.216
+10 K: Boltzmann factor of emission rises 1.65 times
every check passed
```
